Damped growth oscillations from coupled layer-coverage equations

**The situation**

A crystal surface grows from an atomic beam while an electron beam reflects from it at grazing incidence. The reflected intensity often rises and falls once per deposited layer. If each layer were completed before the next began, the signal would repeat without loss. If atoms stayed at the level where they landed, the surface would spread over more and more levels. What happens between these limits, when atoms can step down at a finite rate?

Let θₙ be the filled fraction of layer n, with θ₀ = 1 for the substrate. The fraction of the surface whose topmost filled layer is n is

φₙ = θₙ − θₙ₊₁, Σ φₙ = 1.

I picture the surface as columns of height n. The deposition rate is F, in layers per second, and every atom sticks. Time is measured in deposited layers, τ = Ft, and a prime means d/dτ. The starting surface is flat: φ₀ = 1.

For the diffraction signal I assume single scattering and identical scattering from every exposed level. With layer spacing d and momentum transfer q normal to the surface, the phase between adjacent levels is χ = qd, and the specular intensity, scaled to a flat surface, is

I = |Σ φₙ exp(inχ)|².

At the anti-Bragg condition, χ = π, adjacent levels scatter in antiphase. The amplitude is then real:

A = Σ (−1)ⁿ φₙ, I = A².

**1. No transport between layers**

An atom landing on a column of height n−1 turns it into one of height n. Therefore

φₙ′ = φₙ₋₁ − φₙ, φ₋₁ = 0.

Multiply by exp(inχ) and sum. The gain term is the same sum with one extra phase factor, so the complex amplitude G = Σ φₙ exp(inχ) obeys

G′ = [exp(iχ) − 1] G.

Since G(0) = 1 and the real part of the bracket is cos χ − 1,

I = exp[−2τ(1 − cos χ)].

The column heights follow a Poisson distribution, φₙ = exp(−τ) τⁿ/n!. At anti-Bragg, I = exp(−4τ), which is 0.018 after one layer. At every χ the intensity either falls steadily or, when χ is a multiple of 2π, stays constant. Poisson growth is therefore not a strongly damped oscillation: it has no oscillation at all. Within this growth and scattering model, any maximum near a completed layer must come from transport.

**2. Adding transport**

Let an atom on top of a column of height n+1 drop onto a column of height n−1. Both columns then have height n. In a mean-field description the event rate is proportional to the product of the two exposed fractions:

Pₙ = φₙ₊₁ φₙ₋₁, rate = k Pₙ, κ = k/F.

This neglects where the columns lie relative to each other, and it admits only pairs whose heights differ by two. Each event moves an atom from layer n+1 to layer n, so layer n gains from Pₙ and loses through Pₙ₋₁:

θₙ′ = φₙ₋₁ + κ(Pₙ − Pₙ₋₁).

Subtracting the equation for θₙ₊₁ gives

φₙ′ = φₙ₋₁ − φₙ − κ(Pₙ₊₁ − 2Pₙ + Pₙ₋₁).

The loss terms for φₙ are each proportional to φₙ, so no exposed fraction can become negative.

Three balances follow by counting what each event does.

Mean height: deposition adds one layer per unit τ and a transfer changes nothing, so Σ nφₙ = τ.

Variance W of the height: deposition on height n changes n² by 2n+1, which contributes 2τ+1 to the mean square. A transfer changes the sum of squares by 2n² − (n+1)² − (n−1)² = −2. Subtracting (τ²)′ = 2τ leaves

W′ = 1 − 2κ Σ Pₙ.

Amplitude: deposition changes (−1)ⁿ into −(−1)ⁿ, a change of −2(−1)ⁿ. A transfer replaces two terms −(−1)ⁿ by two terms +(−1)ⁿ, a change of 4(−1)ⁿ. Hence

A′ = −2A + 4κ Σ (−1)ⁿ Pₙ.

Deposition damps the amplitude, while transport can drive it with either sign. Direct integration at κ = 5 was used to test these three laws.

The variance law gives a first limit. The pairs in Pₙ link levels of equal parity. Let E and O be the total exposed fractions on even and odd levels. Along the even levels, the sum of neighbouring products is at most the product of two alternating subsums, hence at most E²/4. The odd levels give at most O²/4. Since E + O = 1, Σ Pₙ ≤ 1/4 and

W ≥ (1 − κ/2)τ.

For κ < 2 the surface must roughen without limit. At κ = 1 the variance after ten layers is 8.0 layers², above the bound of 5.0. Growing width alone does not prove that A vanishes, so weak transport needs a closer look.

**3. Weak transport: the first departure from Poisson growth**

To first order in κ, the Poisson fractions may be inserted in Pₙ:

Pₙ = exp(−2τ) τ²ⁿ / [(n+1)! (n−1)!], n ≥ 1.

With m = n−1, the alternating sum is

Σ (−1)ⁿ Pₙ = −exp(−2τ) Σ (−1)ᵐ τ²ᵐ⁺² / [m! (m+2)!] = −exp(−2τ) J₂(2τ),

where the sum over m starts at zero and is the series of the Bessel function J₂. Multiplying the amplitude law by exp(2τ) gives

[exp(2τ) A]′ = −4κ J₂(2τ).

Integration from A(0) = 1 yields, at fixed τ,

A = exp(−2τ) [1 − 4κ ∫₀^τ J₂(2s) ds] + O(κ²).

After one layer, the slope dA/dκ at κ = 0 is −0.0737, both from this formula and from the coverage equations. The sign follows from the pairs available: at that stage the commonest transfer turns columns of heights 0 and 2 into two columns of height 1, which lowers A. It is not a general pull towards perfect filling. After two layers the formula still gives a negative slope, −0.042, although perfect filling would then give A = +1. The first correction is therefore not yet a layer-by-layer oscillation.

**4. Weak transport: proof that the signal dies**

The quantity S = Σ φₙ² measures how concentrated the heights are. It is 1 for a flat surface and small for a broad distribution. Define

dₙ = φₙ₊₁ − φₙ, D = Σ dₙ².

All sums run over all integers, with φₙ = 0 below the substrate. Deposition contributes

2 Σ φₙ(φₙ₋₁ − φₙ) = −Σ(φₙ − φₙ₋₁)² = −D

to S′, because shifting the index leaves Σφₙ² unchanged. Summation by parts turns the transport contribution into

2κ Σ dₙ(Pₙ₊₁ − Pₙ).

The difference of products can be written as

Pₙ₊₁ − Pₙ = φₙ₊₂φₙ − φₙ₊₁φₙ₋₁ = φₙdₙ₊₁ + φₙ₊₁dₙ₋₁,

since the extra terms ±φₙφₙ₊₁ cancel. Shifting the index in the second part gives

S′ = −D + 2κ Σ dₙdₙ₊₁(φₙ + φₙ₊₂).

The bracket is at most 1, and Σ|dₙdₙ₊₁| ≤ D by the Cauchy–Schwarz inequality. Therefore

S′ ≤ −(1 − 2κ)D.

For κ < 1/2 the right side is negative. To obtain a rate, let M be the largest φₙ. The sequence φₙ² rises from zero to M² and returns to zero, so

2M² ≤ Σ|φₙ₊₁² − φₙ²| = Σ|dₙ|(φₙ₊₁ + φₙ) ≤ 2√(DS).

Also S ≤ M Σφₙ = M. Thus S² ≤ M² ≤ √(DS), which means D ≥ S³. Integrating S′ ≤ −(1−2κ)S³ from S = 1 gives

S ≤ [1 + 2(1 − 2κ)τ]^(−1/2).

Finally, |Σ(−1)ⁿPₙ| ≤ ΣPₙ ≤ S, again by Cauchy–Schwarz. The integrated amplitude law then gives

|A| ≤ exp(−2τ) + 4κ ∫₀^τ exp[−2(τ−s)] S(s) ds.

The exponential kernel remembers only about the last layer, where S tends to zero, so A tends to zero. The signal is lost for every κ < 1/2. At κ = 0.25, S is 0.053 after 30 layers, well below the bound of 0.18. The proof fails at κ = 1/2, but this does not make κ = 1/2 a physical threshold.

**5. Strong transport: almost perfect filling**

For large κ, two levels whose heights differ by two cannot both stay appreciably exposed. During the first layer this leaves φ₀ ≈ 1−θ and φ₁ ≈ θ, so I ≈ (1−2θ)² with θ = τ. The signal returns to 1 at completion.

Near completion, however, the last holes are scarce and atoms on top of the layer find them slowly. Let ε = κ^(−1/2). The exact equation for the open substrate is

φ₀′ = −φ₀ − κφ₀φ₂.

Subtracting Σφₙ = 1 from the mean height gives

φ₂ − φ₀ + 2φ₃ + 3φ₄ + … = τ − 1.

Level 3 gains at rate φ₂ and loses at rate κφ₃φ₁, with φ₁ ≈ 1. Hence φ₃ ≈ ε²φ₂. We shall find φ₂ of order ε, so φ₃ is of order ε³ and can be dropped here:

φ₂ = φ₀ + τ − 1.

Insert this and set u = 1/φ₀. Because u′ = −φ₀′/φ₀², the nonlinear equation becomes linear:

u′ = κ + [1 + κ(τ−1)]u.

The variable v = (τ−1)/ε + ε absorbs the bracket. Indeed, 1 + κ(τ−1) = v/ε and dτ = ε dv, so

du/dv = 1/ε + vu.

The solution is

u = (1/ε) exp(v²/2) ∫₋∞^v exp(−s²/2) ds + C exp(v²/2).

The flat start lies near v = −1/ε, where u = 1. This makes C no larger than order exp(−κ/2), which is negligible. Let m(v) be the normal probability density divided by its cumulative function. Then

φ₀ = ε m(v).

Both φ₀ and φ₂ are therefore of order ε near completion, as assumed. The amplitude there is negative, and to the order kept

|A| = 1 − 2(φ₀ + φ₂) = 1 − 2(2φ₀ + τ − 1).

Since τ−1 = ε(v−ε),

|A| = 1 − 2ε[2m(v) + v] + 2ε².

The peak lies where 2m+v is smallest. Differentiating the ratio that defines m gives m′ = −m(v+m), so the condition 2m′ + 1 = 0 becomes

m(v+m) = 1/2.

Its root is v = 0.551, where 2m+v = c = 1.518. The first peak and its position are

|A|ₚ = 1 − 2cε + 2ε² + O(ε³), τₚ = 1 + ε(v − ε) + O(ε³).

The peak comes slightly after nominal completion, because holes are still being filled. Its height approaches 1 slowly, as the square root of F/k. At κ = 100, 400 and 1600 the formula gives |A|ₚ = 0.716, 0.853 and 0.925; integration gives 0.718, 0.853 and 0.925. The largest departure of I from perfect filling over four layers falls from 0.283 at κ = 400 to 0.150 at κ = 1600, close to the halving expected from ε.

What does this imply for the next layer? After completion φ₀ falls roughly as exp(−v²/2), so almost no holes survive. The same balance then applies one level higher, apart from a few columns that have run ahead. Thus the peak is lowered at the first layer, but at this order it is not lowered again. This is unlike a damping factor applied once per layer.

**6. Can the oscillation be strictly steady?**

Suppose that a layer-periodic state exists far above the substrate: φₙ(τ) = f(τ−n) for all integers n, with f ≥ 0. The mean height fixes the period at one layer. Write g(τ) = f(τ−1)f(τ+1). The equation for φ₀ becomes

f′(τ) = f(τ+1) − f(τ) − κ[g(τ+1) − 2g(τ) + g(τ−1)].

Now define

h(τ) = ∫₀¹(1−s)f(τ+s)ds − κ∫₋₁¹(1−|s|)g(τ+s)ds.

Integration by parts shows that the second derivative of the first integral is f(τ+1) − f(τ) − f′(τ). For the second integral it is g(τ+1) − 2g(τ) + g(τ−1). The assumed equation therefore says h″ = 0. These two derivative formulas were also tested on a Gaussian trial function.

Since Σφₙ = 1, the integral of f over all time is 1. Its slope is bounded, so f → 0 at late times. Then h → 0 too. A straight line that tends to zero is zero, so h = 0 everywhere.

Let R(T) = ∫_T^∞ f dτ be the late tail, and let δ be the largest value of f beyond T−2. Integrating h = 0 from T to infinity, the first term is at least R(T+1)/2. In the second, one factor of g is at most δ and the other integrates to at most R(T). Hence

R(T+1)/2 ≤ κδR(T).

But f cannot disappear that fast. Its loss terms give

f′ ≥ −(1 + 2κδ)f for τ ≥ T,

so R(T+1) ≥ exp(−1−2κδ)R(T). Because f stays positive once it is positive, R(T) > 0 and can be cancelled:

exp(−1−2κδ)/2 ≤ κδ.

As T grows, δ → 0. The left side tends to exp(−1)/2 and the right side to zero, a contradiction. With transfers limited to heights that differ by exactly two, no finite κ permits a state that repeats after each layer. The argument does not exclude longer periods, and it does not prove that A decays to zero for every κ.

**7. Where the slow loss comes from**

The leak can be followed upward from the growing layer. Let φ₁ ≈ 1−θ and φ₂ ≈ θ while layer 2 fills. Balancing deposition against transfer gives

φ₃ ≈ ε²φ₂/φ₁ = ε²θ/(1−θ),

φ₄ ≈ ε²φ₃/φ₂ = ε⁴/(1−θ).

Level 5 gains at rate φ₄ and loses at the relative rate κφ₃ ≈ θ/(1−θ). Through most of the layer this rate is of order one, so φ₅ builds up to order ε⁴. Including its loss by deposition, φ₅′ ≈ (ε⁴ − φ₅)/(1−θ), so φ₅ relaxes towards ε⁴. In the last stage, with 1−θ of order ε, the gain φ₄ rises to order ε³ and the loss rate κφ₃ to order 1/ε; the two offset each other and φ₅ stays near ε⁴. When layer N = 2 is complete, columns three levels ahead therefore have

φ_(N+3) of order ε⁴ = (F/k)².

Some of them receive further atoms and move out of reach of the growing layer. The computed fraction at least three levels ahead, after four layers, varies as κ to the power −1.98 between κ = 400 and 1600, in agreement with this estimate.

Far ahead, transfers are rare and column heights spread by random deposition. If the density near the growing layer stays of order κ^(−2), the escaped fraction should grow as κ^(−2)√τ. It would reach order one only after about κ⁴ layers. This lifetime is an extrapolation, not a proven result.

The peak intensities near selected layers show how small the loss is:

κ = 10: 0.0744 at layer 2, 0.0663 at layer 29
κ = 20: 0.1882 at layer 2, 0.1843 at layer 29
κ = 100: 0.5148 at layer 2, 0.5144 at layer 29

The losses relative to layer 2 are about 11%, 2% and 0.07%. Even at κ = 10, then, most of the reduction from the ideal value 1 has happened by the first peak, and the later decay is slow. The height variance tells a different story: at κ = 10 it grows from 0.73 to 1.92 layers² between layers 5 and 30. A few distant columns weigh heavily in a variance but remove little from A, so roughness and peak loss are not interchangeable measures.

**8. A growth run in SI units**

Take the round parameters F = 0.5 layers/s, k = 50 s⁻¹ and d = 0.25 nm. Then κ = 50/0.5 = 100 and ε = 0.1. The nominal layer period is 1/F = 2.0 s, and the lowest anti-Bragg reflection (χ = π; any odd multiple of π also serves) has

q = π/d = 1.26 × 10¹⁰ m⁻¹.

The predicted first peak has

|A|ₚ = 1 − 2(1.518)(0.1) + 2(0.1)² = 0.716,

Iₚ = 0.716² = 0.513.

Integration gives Iₚ = 0.515, a difference of about 0.3% relative to the integrated value. The predicted time is

tₚ = [1 + 0.1(0.551 − 0.1)]/(0.5 s⁻¹) = 2.09 s,

compared with 2.10 s from integration. After one nominal layer the rms height width is 0.097 nm, or 0.39 of a layer spacing. At that same moment the intensity is about 0.50. A height variance of only 0.15 layers² thus halves the signal, because the remaining holes and the atoms above the layer both scatter in antiphase with it.

These values belong to the mean-field pair-transfer model with single scattering. For electrons, q = π/d here means an energy of only ħ²(q/2)²/(2mₑ) = 1.5 eV for the motion normal to the surface, while the mean inner potential of a crystal is typically of order 10 eV. Multiple scattering can then be strong, so the calculated intensities should not be read as predictions for a real electron beam. If islands have strong lateral correlations, the rates of hole filling and escape change, and both the peak reduction and the slow loss must be derived again. If atoms may also drop by more than two levels, the first-peak formula survives to the order kept, since it involves only levels 0, 1 and 2. The escape of section 7 is then shut off, because a column three or more levels ahead loses its top atom at a rate of order k. The slow loss and the result of section 6 thus belong to the pair rule chosen here and should not be taken as the cause of damping on real surfaces. The numerical output below gives the remaining values.

Calculated quantities

```
Poisson anti-Bragg intensity after 1 layer: 0.01832
dA/d(k/F) at k=0, 1 layer: numeric -0.07371, Bessel -0.07371
k/F=1: variance after 10 layers: 8.033 layers^2, lower bound 5.000
k/F=0.25: S after 30 layers: 0.0528, bound 0.1796
Peak constants: v = 0.55061, c = 1.51762
k/F=100: first peak |A| 0.71752, formula 0.71648
   at 1.048 layers, formula 1.045
   largest deviation from perfect filling: 0.5022
   fraction 3 or more levels ahead, 4 layers: 2.045e-04
k/F=400: first peak |A| 0.85337, formula 0.85324
   at 1.025 layers, formula 1.025
   largest deviation from perfect filling: 0.2831
   fraction 3 or more levels ahead, 4 layers: 1.366e-05
k/F=1600: first peak |A| 0.92538, formula 0.92537
   at 1.013 layers, formula 1.013
   largest deviation from perfect filling: 0.1503
   fraction 3 or more levels ahead, 4 layers: 8.746e-07
Exponent of escaped fraction in k/F (400 to 1600): -1.982
Peak intensity near layers 1, 2, 5, 10, 20, 29
  k/F=10: 0.08130, 0.07436, 0.07167, 0.06988, 0.06773, 0.06633
   variance after 5 and 30 layers: 0.7258, 1.9186 layers^2
  k/F=20: 0.18950, 0.18822, 0.18718, 0.18626, 0.18507, 0.18427
   variance after 5 and 30 layers: 0.4095, 0.7659 layers^2
  k/F=100: 0.51483, 0.51478, 0.51470, 0.51462, 0.51450, 0.51442
   variance after 5 and 30 layers: 0.1547, 0.1727 layers^2
k/F=20: mean spacing of amplitude zeros: 1.0018 layers
Example: F = 0.5 layers/s, k = 50.0 1/s, d = 0.25 nm
  layer period: 2.000 s
  anti-Bragg momentum transfer: 1.2566e+10 1/m
  first peak intensity: 0.5148, formula 0.5133
  first peak time: 2.096 s
  rms height width after 1 layer: 0.0974 nm
```
